# Image-Force Lowering of a Schottky Barrier in 4H-SiC: a numerical check

```python
"""Image-force lowering of a metal/semiconductor barrier.

Result under test: W(x) = Phi - C/(4 kappa x) - F x has its maximum at
x_m = sqrt(C/(4 kappa F)), lowered by Delta = sqrt(C F/kappa).
x: distance from metal (nm); C = e^2/(4 pi eps0) (eV nm);
kappa: relative permittivity; F: force on electron from the field (eV/nm);
Phi: barrier without image force (eV).
The metal is a perfect plane conductor; tunnelling is not included.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import ellipe, ellipk

# Inputs
field_MV_cm = 2.0
kappa = 9.7
kappa_trial = 6.5
donors_cm3 = 1.0e17
barrier_eV = 1.5
temperature_K = 300.0

field_V_m = field_MV_cm * 1.0e8
force = field_V_m * 1.0e-9
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1.0e9
kT = const.k * temperature_K / const.e


def lowering_formula(F, permittivity):
    return np.sqrt(coulomb * F / permittivity)


def numerical_top(F, permittivity, depletion_nm=np.inf):
    """Position and lowering of the barrier top by direct search."""
    def drop(x):
        return (coulomb / (4 * permittivity * x)
                + F * x - F * x**2 / (2 * depletion_nm))
    found = minimize_scalar(drop, bounds=(0.02, 10.0), method="bounded",
                            options={"xatol": 1e-10})
    assert found.success
    return found.x, found.fun


# Induced charge on a grounded disc, found without using an image charge.
# Unit charge and Coulomb constant; lengths in nm. The disc is much larger
# than the charge-to-metal distances, so it represents a plane.
def disc_potential(a, r):
    """In-plane potential at radius r of a disc with unit charge density."""
    m = (np.minimum(a, r) / np.maximum(a, r))**2
    inside = 4 * a * ellipe(m)
    outside = 4 * r * (ellipe(m) - (1 - m) * ellipk(m))
    return np.where(r < a, inside, outside)


disc_radius = 200.0
core = 0.05
edges = core * np.sinh(np.linspace(0, np.arcsinh(disc_radius / core), 401))
middle = 0.5 * (edges[1:] + edges[:-1])
matrix = np.diff(disc_potential(edges[None, :], middle[:, None]), axis=1)

near, far = 0.5, 2.0
nodes, weights = np.polynomial.legendre.leggauss(12)
distance = 0.5 * (far + near) + 0.5 * (far - near) * nodes
weights = 0.5 * (far - near) * weights
source = 1 / np.sqrt(middle[:, None]**2 + distance[None, :]**2)
density = np.linalg.solve(matrix, -source)
inverse = 1 / np.sqrt(edges[:, None]**2 + distance[None, :]**2)
ring_field = 2 * np.pi * distance * (inverse[:-1] - inverse[1:])
attraction = -np.sum(density * ring_field, axis=0)

# Tolerance covers the finite rings and finite disc.
force_error = np.max(np.abs(attraction * 4 * distance**2 - 1))
assert force_error < 5e-3
work_solved = np.sum(weights * attraction)
work_image = 1 / (4 * near) - 1 / (4 * far)
work_fixed = 1 / (2 * near) - 1 / (2 * far)
assert abs(work_solved / work_image - 1) < 5e-3

# Barrier maximum: direct search against the derived formulas
x_formula = np.sqrt(coulomb / (4 * kappa * force))
delta = lowering_formula(force, kappa)
x_search, delta_search = numerical_top(force, kappa)
assert abs(x_search / x_formula - 1) < 1e-5
assert abs(delta_search / delta - 1) < 1e-9
assert round(delta_search, 2) == 0.17
image_part = coulomb / (4 * kappa * x_search)
field_part = force * x_search
assert abs(image_part / field_part - 1) < 1e-5

# Square-root dependence on the field
_, delta_quarter = numerical_top(force / 4, kappa)
assert abs(delta_search / delta_quarter - 2) < 1e-8

# Field that falls linearly through a uniformly doped depletion layer
depletion_nm = (kappa * const.epsilon_0 * field_V_m
                / (const.e * donors_cm3 * 1e6) * 1e9)
_, delta_depletion = numerical_top(force, kappa, depletion_nm)
change = delta_depletion - delta_search
assert -1e-4 < change < 0
band_bending = force * depletion_nm / 2


# Fermi-Dirac supply of electrons above a barrier top (common factors omitted)
def supply_above(top_eV):
    start = top_eV / kT
    value, _ = quad(lambda u: np.log1p(np.exp(-u)), start, start + 40,
                    epsabs=0, epsrel=1e-10)
    return value


current_ratio = supply_above(barrier_eV - delta) / supply_above(barrier_eV)
thermionic_factor = np.exp(delta / kT)
assert abs(current_ratio / thermionic_factor - 1) < 1e-7

# Comparison values, also by direct search
_, delta_vacuum = numerical_top(force, 1.0)
_, delta_trial = numerical_top(force, kappa_trial)
assert abs(delta_vacuum / lowering_formula(force, 1.0) - 1) < 1e-9
assert abs(delta_trial / lowering_formula(force, kappa_trial) - 1) < 1e-9

print(f"Field at contact: {field_MV_cm:.1f} MV/cm")
print(f"Force F from field: {force:.3f} eV/nm")
print(f"Relative permittivity: {kappa:.1f} (dimensionless)")
print(f"Coulomb constant C: {coulomb:.5f} eV nm")
print(f"C F/kappa: {coulomb * force / kappa:.6f} eV^2")
print(f"Position of top, formula: {x_formula:.4f} nm")
print(f"Position of top, search: {x_search:.4f} nm")
print(f"Image part of lowering: {image_part:.4f} eV")
print(f"Field part of lowering: {field_part:.4f} eV")
print(f"Total lowering, formula: {delta:.4f} eV")
print(f"Total lowering, search: {delta_search:.4f} eV")
print(f"Total lowering, converted: {delta * const.e:.3e} J")
print(f"Disc radius in image test: {disc_radius:.0f} nm")
print(f"Image test distances: {near:.1f} to {far:.1f} nm")
print(f"Largest relative force error: {force_error:.1e} (dimensionless)")
print(f"Work/C, solved charge, kappa=1: {work_solved:.4f} 1/nm")
print(f"Work/C, moving image, kappa=1: {work_image:.4f} 1/nm")
print(f"Work/C, fixed charges, kappa=1: {work_fixed:.4f} 1/nm")
print(f"Field for scaling test: {field_MV_cm / 4:.1f} MV/cm")
print(f"Lowering at that field: {delta_quarter:.4f} eV")
print(f"Donor density: {donors_cm3:.1e} cm^-3")
print(f"Depletion width: {depletion_nm:.1f} nm")
print(f"Total band bending: {band_bending:.1f} eV")
print(f"Change from varying field: {change:.2e} eV")
print(f"Unlowered barrier: {barrier_eV:.2f} eV")
print(f"Remaining barrier: {barrier_eV - delta:.4f} eV")
print(f"Temperature: {temperature_K:.0f} K")
print(f"Thermal energy kT: {kT:.5f} eV")
print(f"Thermionic factor, formula: {thermionic_factor:.1f} (dimensionless)")
print(f"Thermionic factor, integral: {current_ratio:.1f} (dimensionless)")
print(f"Lowering if kappa is forgotten: {delta_vacuum:.4f} eV")
print(f"Trial relative permittivity: {kappa_trial:.1f} (dimensionless)")
print(f"Lowering at trial permittivity: {delta_trial:.4f} eV")
print("OK")
```

Output:

```
Field at contact: 2.0 MV/cm
Force F from field: 0.200 eV/nm
Relative permittivity: 9.7 (dimensionless)
Coulomb constant C: 1.43996 eV nm
C F/kappa: 0.029690 eV^2
Position of top, formula: 0.4308 nm
Position of top, search: 0.4308 nm
Image part of lowering: 0.0862 eV
Field part of lowering: 0.0862 eV
Total lowering, formula: 0.1723 eV
Total lowering, search: 0.1723 eV
Total lowering, converted: 2.761e-20 J
Disc radius in image test: 200 nm
Image test distances: 0.5 to 2.0 nm
Largest relative force error: 6.7e-07 (dimensionless)
Work/C, solved charge, kappa=1: 0.3750 1/nm
Work/C, moving image, kappa=1: 0.3750 1/nm
Work/C, fixed charges, kappa=1: 0.7500 1/nm
Field for scaling test: 0.5 MV/cm
Lowering at that field: 0.0862 eV
Donor density: 1.0e+17 cm^-3
Depletion width: 1072.1 nm
Total band bending: 107.2 eV
Change from varying field: -1.73e-05 eV
Unlowered barrier: 1.50 eV
Remaining barrier: 1.3277 eV
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Thermionic factor, formula: 784.6 (dimensionless)
Thermionic factor, integral: 784.6 (dimensionless)
Lowering if kappa is forgotten: 0.5366 eV
Trial relative permittivity: 6.5 (dimensionless)
Lowering at trial permittivity: 0.2105 eV
OK
```
